**Silicon charge-state ratio to evaporation field**

The program computes the ratio q = N(Si²⁺)/N(Si⁺) = exp(μ) − 1 as a function of the apex field F, where μ is the ionisation rate integrated over the ion's flight, and inverts the resulting table. The rate comes from a one-electron model solved by complex rotation, not from published Kingham data. The program asserts that hydrogen widths extrapolate to the weak-field tunnelling law to within 0.15 in the logarithm, that silicon widths at two fields are stable under a change of basis scale and rotation angle, and that the path integral agrees with a time integration of the ion's motion and decay. It also asserts that the table increases, that its inverse agrees with a direct model solution, and that the counting error agrees with simulated counts. Exact enumeration for samples of 40 ions gives a lowest coverage of 0.9536 at the five fields examined. For 400 Si⁺ and 1200 Si²⁺ ions the output gives 24.74 V/nm with a counting error of 0.05 V/nm. Regions with one or no Si⁺ ion among about 600 are flagged as saturated and receive only a lower bound. The printed shifts show that an apex radius of 30 nm instead of 50 nm moves the field by 0.81 V/nm, far more than the counting error.

## Program and output

```python
"""Local evaporation field from the ratio q = N(Si2+)/N(Si+).
Result under test: q = exp(mu) - 1, mu = integral Gamma(F(z))/v(z) dz,
inverted through a monotone table ln q(F); binomial limits map to
field limits, and limits outside the table become one-sided bounds.
F: apex field, z: height above surface, Gamma: ionisation rate of Si+,
v: ion speed, N1 and N2: counts of Si+ and Si2+.
Internal units are atomic units; printed fields are in V/nm.
The table comes from a one-electron model, not from published data.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline, PchipInterpolator
from scipy.linalg import lu_factor, lu_solve
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre
from scipy.stats import beta, binom

pc = sc.physical_constants
FIELD = pc["atomic unit of electric field"][0] * 1e-9   # V/nm
EV = pc["Hartree energy in eV"][0]
NM = pc["Bohr radius"][0] * 1e9
TIME = pc["atomic unit of time"][0]

# Rough values for silicon in an atom probe
ION_EV, S_LEVEL_EV, WORK_EV = 16.3, 8.0, 5.0
RADIUS_NM, MASS_U = 50.0, 28.0
CORE = 2.0
ION = ION_EV / EV
MASS = MASS_U * sc.atomic_mass / sc.m_e
L_MAX = 17


def stark_matrices(eff_l, m, scale, size=22):
    """Kinetic, overlap and z matrices in a Sturmian basis."""
    n = np.arange(size)

    def radial(a, b, power):
        x, w = roots_genlaguerre(size + 4, a + b + 2 + power)

        def values(c):
            norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2*c + 2)))
            return norm[:, None] * eval_genlaguerre(
                n[:, None], 2*c + 1, x[None, :])
        return (values(a) * w) @ values(b).T / (2*scale)**(1 + power)

    ls = list(range(m, len(eff_l)))
    dim = size * len(ls)
    kinetic, overlap, zmat = (np.zeros((dim, dim)) for _ in range(3))
    for i, l in enumerate(ls):
        a = eff_l[l]
        here = slice(i*size, (i + 1)*size)
        ov = radial(a, a, 0)
        overlap[here, here] = ov
        kinetic[here, here] = (scale*np.diag(n + a + 1)
                               - 0.5*scale**2*ov)
        if i + 1 < len(ls):
            there = slice((i + 1)*size, (i + 2)*size)
            angular = np.sqrt(((l + 1)**2 - m**2)
                              / ((2*l + 1)*(2*l + 3)))
            block = angular * radial(a, eff_l[l + 1], 1)
            zmat[here, there] = block
            zmat[there, here] = block.T
    return kinetic, overlap, zmat


def resonance(matrices, charge, field, start, angle=0.35):
    """Level energy and decay rate by complex rotation."""
    kinetic, overlap, zmat = matrices
    ham = (np.exp(-2j*angle)*kinetic
           - charge*np.exp(-1j*angle)*np.eye(len(kinetic))
           + np.exp(1j*angle)*field*zmat)
    factors = lu_factor(ham - start*overlap)
    vec = np.ones(len(ham), complex)
    for _ in range(40):
        vec = lu_solve(factors, overlap @ vec)
        vec /= np.linalg.norm(vec)
    energy = (vec @ ham @ vec) / (vec @ overlap @ vec)
    return energy.real, -2*energy.imag


# Hydrogen: computed widths approach the weak-field tunnelling law
hydrogen = stark_matrices([float(l) for l in range(L_MAX + 1)], 0, 1.0)
h_fields = np.array([0.04, 0.05, 0.06])
h_width = np.array([resonance(hydrogen, 1.0, f, -0.5 - 5*f*f)[1]
                    for f in h_fields])
h_law = 4/h_fields*np.exp(-2/(3*h_fields))
h_ratio = h_width/h_law
h_limit = np.exp(np.polyfit(h_fields, np.log(h_ratio), 2)[-1])
assert abs(np.log(h_limit)) < 0.15   # cubic term is left out

# Silicon ion: effective angular momenta reproduce the binding energies
si_l = [CORE/np.sqrt(2*S_LEVEL_EV/EV) - 1, CORE/np.sqrt(2*ION) - 1]
si_l += [float(l) for l in range(2, L_MAX + 1)]
silicon = stark_matrices(si_l, 0, 1.0)
zero_field = resonance(silicon, CORE, 0.0, -ION - 0.02)[0]
assert abs(zero_field + ION) < 1e-6


def si_width(field_vnm, matrices=silicon, angle=0.35):
    f = field_vnm/FIELD
    return resonance(matrices, CORE, f, -ION - 5*f*f, angle)[1]


silicon_b = stark_matrices(si_l, 0, 1.2)
for test_field in (18.0, 26.0):
    assert abs(si_width(test_field, silicon_b, 0.45)
               / si_width(test_field) - 1) < 0.01

rate_fields = np.arange(16.0, 33.0, 2.0)
rate_values = np.array([si_width(f) for f in rate_fields])
assert np.all(rate_values > 0)
inverse = FIELD/rate_fields[::-1]
log_rate = CubicSpline(inverse, np.log(rate_values[::-1]))
end_slope = float(log_rate(inverse[-1], 1))


def rate(field):
    u = 1/np.asarray(field)
    inside = np.clip(u, inverse[0], inverse[-1])
    excess = np.maximum(u - inverse[-1], 0)
    return np.exp(log_rate(inside) + end_slope*excess)


assert abs(rate(21/FIELD)/si_width(21.0) - 1) < 0.01


def image_field(field, z):
    """Uniform field with the same barrier top as field plus images."""
    s = np.linspace(0.01, 0.999, 500)[None, :]*np.minimum(z, 30)[:, None]
    zz = z[:, None]
    barrier = (ION - field[:, None]*s - CORE/s + CORE/(2*zz - s)
               - 1/(4*(zz - s)) - (2*CORE - 1)/(4*zz))
    return (ION - barrier.max(axis=1))**2/(4*CORE)


def potential(z, apex, radius):
    return apex*radius/2*np.log1p(2*z/radius)


def critical_height(apex, work, radius):
    need = ION - work
    image = (2*CORE - 1)/4
    return brentq(lambda z: potential(z, apex, radius) + image/z - need,
                  np.sqrt(image/apex), 1.5*need/apex)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(120)


def events(field_vnm, work_ev=WORK_EV, radius_nm=RADIUS_NM, images=False):
    """Expected number mu of ionisation events along the flight."""
    apex, radius = field_vnm/FIELD, radius_nm/NM
    start = critical_height(apex, work_ev/EV, radius)
    length = 30/NM
    z = start + length*(gauss_x + 1)/2
    field = apex/(1 + 2*z/radius)
    if images:
        field = image_field(field, z)
    speed = np.sqrt(2*potential(z, apex, radius)/MASS)
    return float(np.sum(gauss_w*rate(field)/speed)*length/2)


# Newton's equation and the decay law, integrated in time
apex, radius = 24/FIELD, RADIUS_NM/NM
z_start = critical_height(apex, WORK_EV/EV, radius)


def reach(t, y):
    return y[0] - z_start


reach.terminal = True


def force(z):
    return apex/(1 + 2*z/radius)


first = solve_ivp(lambda t, y: [y[1], force(y[0])/MASS], (0, 1e5),
                  [0.0, 0.0], events=reach, rtol=1e-9, atol=1e-12)
second = solve_ivp(
    lambda t, y: [y[1], force(y[0])/MASS, float(rate(force(y[0])))],
    (0, 6e4), [*first.y[:, -1], 0.0], rtol=1e-8, atol=1e-11)
mu_time = second.y[2, -1]
assert abs(mu_time/events(24.0) - 1) < 2e-3

# Table and its inverse
table_f = np.arange(17.0, 28.01, 0.25)
table_mu = np.array([events(f) for f in table_f])
table_y = np.log(np.expm1(table_mu))
assert np.all(np.diff(table_y) > 0)
curve = PchipInterpolator(table_f, table_y)


def field_of_ratio(q):
    return brentq(lambda f: float(curve(f)) - np.log(q),
                  table_f[0], table_f[-1])


def limit(fraction, if_below, if_above):
    """Field for a charge fraction, with values for table exits."""
    if fraction <= 0:
        return if_below
    if fraction >= 1:
        return if_above
    y = np.log(fraction) - np.log1p(-fraction)
    if y < table_y[0]:
        return if_below
    if y > table_y[-1]:
        return if_above
    return field_of_ratio(np.exp(y))


def infer(n1, n2, level=0.95):
    tail = (1 - level)/2
    p_low = beta.ppf(tail, n2, n1 + 1) if n2 else 0.0
    p_high = beta.ppf(1 - tail, n2 + 1, n1) if n1 else 1.0
    low = limit(p_low, 0.0, table_f[-1])
    high = limit(p_high, table_f[0], np.inf)
    if low == 0 and np.isinf(high):
        flag = "no information"
    elif np.isinf(high):
        flag = "saturated: lower bound only"
    elif low == 0:
        flag = "no Si2+ signal: upper bound only"
    else:
        flag = "two-sided"
    return low, high, flag


# Exact coverage for every possible outcome of 40 ions
small = 40
intervals = [infer(small - k, k) for k in range(small + 1)]
coverages = []
for true_f in (19.0, 21.0, 23.0, 25.0, 27.0):
    p_true = -np.expm1(-events(true_f))
    coverages.append(sum(binom.pmf(k, small, p_true)
                         for k, (lo, hi, _) in enumerate(intervals)
                         if lo <= true_f <= hi))
assert min(coverages) >= 0.95 - 1e-6

# Main region
N1, N2 = 400, 1200
total, q = N1 + N2, N2/N1
best = field_of_ratio(q)


def solve_model(ratio, **changes):
    return brentq(lambda f: events(f, **changes) - np.log1p(ratio),
                  17.0, 28.5)


direct = solve_model(q)
assert abs(best - direct) < 0.01
slope = float(curve(best, 1))
sigma = np.sqrt(1/N1 + 1/N2)/slope
step = 0.05
power = (np.log(events(best + step)/events(best - step))
         / np.log((best + step)/(best - step)))
sigma_law = best*np.sqrt(q/total)/(power*np.log1p(q))
assert abs(sigma_law/sigma - 1) < 0.03   # interpolated slope

rng = np.random.default_rng(7)
draws = rng.binomial(total, N2/total, 20000)
fine_f = np.linspace(table_f[0], table_f[-1], 20001)
sampled = np.interp(np.log(draws/(total - draws)), curve(fine_f), fine_f)
sigma_mc = sampled.std()
assert abs(sigma_mc/sigma - 1) < 0.05

# Ratio that gives the smallest counting error
ideal_q = brentq(lambda x: np.log1p(x) - 2*x/(1 + x), 1, 10)
smooth = CubicSpline(table_f, table_y)
ratios = np.exp(smooth(fine_f))
error = (1 + ratios)/np.sqrt(ratios*total)/smooth(fine_f, 1)
table_q = ratios[np.argmin(error)]
penalty = np.interp(ideal_q, ratios, error)/error.min()
assert penalty < 1.1

# Neglected effects at the ratio of the main region
shift_image = solve_model(q, images=True) - direct
shift_work = solve_model(q, work_ev=WORK_EV - 0.5) - direct
shift_radius = solve_model(q, radius_nm=30.0) - direct
shift_loss = field_of_ratio(q/0.95) - best
herm_x, herm_w = np.polynomial.hermite_e.hermegauss(5)
p_mean = sum(w*-np.expm1(-events(direct*(1 + 0.02*x)))
             for x, w in zip(herm_x, herm_w))/herm_w.sum()
shift_spread = solve_model(p_mean/(1 - p_mean)) - direct
f_au = best/FIELD
level0, width0 = resonance(silicon, CORE, f_au, -ION - 5*f_au**2)
side = stark_matrices(si_l, 1, 1.0)
level1, width1 = resonance(side, CORE, f_au, -ION - 2*f_au**2)
assert level1 > level0
third_ev = 33.0   # rough third ionisation energy
exponent2 = 2*(2*ION)**1.5/(3*f_au)
exponent3 = 2*(2*third_ev/EV)**1.5/(3*f_au)

print(f"Ionisation energy Si+ (rough input): {ION_EV:.1f} eV")
print(f"s-level binding (rough input): {S_LEVEL_EV:.1f} eV")
print(f"Effective work function (rough input): {WORK_EV:.1f} eV")
print(f"Apex radius: {RADIUS_NM:.0f} nm; ion mass: {MASS_U:.0f} u")
print(f"Effective l for s and p: {si_l[0]:.4f}, {si_l[1]:.4f}")
print(f"Barrier-suppression field: {ION**2/(4*CORE)*FIELD:.2f} V/nm")
for f, r in zip(h_fields, h_ratio):
    print(f"Hydrogen width/weak-field law at {f:.2f} a.u.: {r:.4f}")
print(f"Same ratio extrapolated to zero field: {h_limit:.3f}")
for f in (18, 20, 22, 24, 26, 28):
    i = int(np.argmin(abs(table_f - f)))
    print(f"Table {f} V/nm: rate {float(rate(f/FIELD))/TIME:.3e} 1/s, "
          f"mu {table_mu[i]:.4g}, q {np.exp(table_y[i]):.4g}")
print(f"mu at 24 V/nm, time integration: {mu_time:.5f}")
print(f"mu at 24 V/nm, path integral: {events(24.0):.5f}")
print(f"Main region: N1 {N1}, N2 {N2}, ratio q {q:.3f}")
print(f"mu = ln(1+q): {np.log1p(q):.4f}")
print(f"Inferred field: {best:.3f} V/nm = {best*10:.1f} MV/cm")
print(f"Field by direct model solution: {direct:.3f} V/nm")
z_nm = critical_height(f_au, WORK_EV/EV, RADIUS_NM/NM)*NM
print(f"Critical height at this field: {z_nm:.3f} nm")
print(f"Slope d ln q/dF: {slope:.4f} per V/nm")
print(f"Power s = d ln mu/d ln F: {power:.2f}")
print(f"Counting error, table slope: {sigma:.4f} V/nm")
print(f"Counting error, closed formula: {sigma_law:.4f} V/nm")
print(f"Counting error, simulated: {sigma_mc:.4f} V/nm")
print(f"Best ratio for constant s: {ideal_q:.3f}")
print(f"Best ratio from the table: {table_q:.3f}")
print(f"Error at constant-s optimum / minimum: {penalty:.4f}")
print(f"Lowest exact coverage, 40 ions: {min(coverages):.4f}")
for a, b in ((400, 1200), (12, 588), (1, 600), (0, 600), (600, 0)):
    lo, hi, flag = infer(a, b)
    print(f"N1 {a}, N2 {b}: 95% limits {lo:.3f} to {hi:.3f} V/nm, {flag}")
print(f"Shift, image forces (estimate): {shift_image:+.3f} V/nm")
print(f"Shift, work function -0.5 eV: {shift_work:+.3f} V/nm")
print(f"Shift, apex radius 30 nm: {shift_radius:+.3f} V/nm")
print(f"Shift, 2% field spread ignored: {shift_spread:+.4f} V/nm")
print(f"Shift, correcting 5% Si2+ loss: {shift_loss:+.4f} V/nm")
print(f"Level separation |m|=1 minus m=0: {(level1-level0)*EV:.3f} eV")
print(f"Rate ratio |m|=1 / m=0: {width1/width0:.4f}")
print(f"Tunnelling exponent Si+ to Si2+: {exponent2:.1f}")
print(f"Tunnelling exponent Si2+ to Si3+ (33 eV): {exponent3:.1f}")
print("all good")
```

Output:

```
Ionisation energy Si+ (rough input): 16.3 eV
s-level binding (rough input): 8.0 eV
Effective work function (rough input): 5.0 eV
Apex radius: 50 nm; ion mass: 28 u
Effective l for s and p: 1.6082, 0.8272
Barrier-suppression field: 23.06 V/nm
Hydrogen width/weak-field law at 0.04 a.u.: 0.6737
Hydrogen width/weak-field law at 0.05 a.u.: 0.5957
Hydrogen width/weak-field law at 0.06 a.u.: 0.5170
Same ratio extrapolated to zero field: 0.915
Table 18 V/nm: rate 5.889e+10 1/s, mu 0.003579, q 0.003585
Table 20 V/nm: rate 4.704e+11 1/s, mu 0.03449, q 0.03509
Table 22 V/nm: rate 2.423e+12 1/s, mu 0.2073, q 0.2303
Table 24 V/nm: rate 8.954e+12 1/s, mu 0.8747, q 1.398
Table 26 V/nm: rate 2.554e+13 1/s, mu 2.812, q 15.64
Table 28 V/nm: rate 5.942e+13 1/s, mu 7.318, q 1506
mu at 24 V/nm, time integration: 0.87469
mu at 24 V/nm, path integral: 0.87469
Main region: N1 400, N2 1200, ratio q 3.000
mu = ln(1+q): 1.3863
Inferred field: 24.741 V/nm = 247.4 MV/cm
Field by direct model solution: 24.741 V/nm
Critical height at this field: 0.324 nm
Slope d ln q/dF: 1.1067 per V/nm
Power s = d ln mu/d ln F: 14.80
Counting error, table slope: 0.0522 V/nm
Counting error, closed formula: 0.0522 V/nm
Counting error, simulated: 0.0526 V/nm
Best ratio for constant s: 3.922
Best ratio from the table: 2.080
Error at constant-s optimum / minimum: 1.0289
Lowest exact coverage, 40 ions: 0.9536
N1 400, N2 1200: 95% limits 24.636 to 24.844 V/nm, two-sided
N1 12, N2 588: 95% limits 26.345 to 26.967 V/nm, two-sided
N1 1, N2 600: 95% limits 27.019 to inf V/nm, saturated: lower bound only
N1 0, N2 600: 95% limits 27.197 to inf V/nm, saturated: lower bound only
N1 600, N2 0: 95% limits 0.000 to 18.435 V/nm, no Si2+ signal: upper bound only
Shift, image forces (estimate): -0.276 V/nm
Shift, work function -0.5 eV: +0.061 V/nm
Shift, apex radius 30 nm: +0.808 V/nm
Shift, 2% field spread ignored: -0.0386 V/nm
Shift, correcting 5% Si2+ loss: +0.0461 V/nm
Level separation |m|=1 minus m=0: 0.444 eV
Rate ratio |m|=1 / m=0: 0.0377
Tunnelling exponent Si+ to Si2+: 18.2
Tunnelling exponent Si2+ to Si3+ (33 eV): 52.3
all good
```
